# Silica posts that conduct as much as blackbody radiation

## The estimate from dimensions

Two parallel plates near 300 K face each other across a vacuum gap \(d\), held apart by silica posts. What fraction \(f\) of the plate area may the posts cover before they conduct as much heat as two black plates would exchange by radiation?

Both mechanisms are described by a heat transfer coefficient, the heat flow per unit plate area and per kelvin of temperature difference, in W/m²K. For the posts, the available quantities are the conductivity \(k\), in W/mK, and the length \(d\). The combination with the right unit is \(k/d\). Equal posts side by side add their heat flows, so the coefficient is proportional to the area covered:

\[
h_p = f\,\frac{k}{d}.
\]

For far-field radiation between black plates, neither the gap nor the material enters. There remain the thermal energy \(k_BT\), Planck's constant \(\hbar\) and the speed of light \(c\). They supply a thermal frequency \(k_BT/\hbar\) and a length \(\hbar c/k_BT\). A heat flow per area and per kelvin is \(k_B\) times a rate per area, so

\[
h_b \propto k_B\,\frac{k_BT}{\hbar}\left(\frac{k_BT}{\hbar c}\right)^2
=\frac{k_B^4T^3}{\hbar^3c^2}.
\]

The cube of the temperature is thus fixed, and the numerical factor is not. The Stefan–Boltzmann law supplies it: a flux \(\sigma T^4\) changes by \(4\sigma T^3\) per kelvin. With \(\sigma=5.67\times10^{-8}\) W/m²K⁴,

\[
h_b=4\sigma T^3=4(5.67\times10^{-8})(300)^3\approx 6.12\ \text{W/m}^2\text{K}.
\]

A gap of 1 µm completely filled with silica, \(k=1.4\) W/mK, would conduct \(k/d=1.4\times10^6\) W/m²K. Setting \(h_p=h_b\) gives

\[
f=\frac{h_b d}{k}=\frac{6.12}{1.4\times10^6}\approx4.4\times10^{-6}.
\]

About four millionths of the area suffices. Silica is a poor conductor among solids, but the path through it is very short.

"Match" here means that the posts alone carry the blackbody amount. Radiation through the open gap continues beside them. If the plates exchanged just the blackbody amount, the total would be doubled and the posts would carry half.

## The radiation coefficient derived

The factor in \(h_b\) follows from counting waves, and the same count will later give the radiation across a narrow gap. Let \(\kappa\) be the wavevector component parallel to the plates. Per unit area, the number of parallel wavevectors in \(d^2\kappa\) is \(d^2\kappa/(2\pi)^2\). For each of them, waves in \(dk_z\) travel towards the other plate with normal group velocity \(v_z=\partial\omega/\partial k_z\). Their contribution to the energy flow contains \(v_z\,dk_z/2\pi=d\omega/2\pi\), so the velocity cancels. Each wave carries the mean thermal energy

\[
\Theta(\omega,T)=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}.
\]

If a fraction \(\mathcal T\) of the power crosses the gap, then with \(d^2\kappa=2\pi\kappa\,d\kappa\) the flux from one plate is

\[
q=\frac{1}{4\pi^2}\int_0^\infty d\omega\,\Theta
\int \kappa\,d\kappa\sum_{\text{pol}}\mathcal T .
\]

Between black plates in the far field, \(\mathcal T=1\) for waves that propagate in vacuum, which have \(\kappa<\omega/c\). Two polarizations give \(2\times\tfrac12(\omega/c)^2=\omega^2/c^2\) for the inner integral. Substituting \(x=\hbar\omega/k_BT\),

\[
q=\frac{k_B^4T^4}{4\pi^2\hbar^3c^2}\int_0^\infty\frac{x^3dx}{e^x-1}.
\]

Expanding \(1/(e^x-1)=\sum_{m\ge1}e^{-mx}\) turns the integral into \(\sum 6/m^4=6\pi^4/90=\pi^4/15\). Hence \(q=\sigma T^4\) with \(\sigma=\pi^2k_B^4/(60\hbar^3c^2)\).

The net flux between plates at \(T_{1,2}=T\pm\Delta T/2\) is

\[
\sigma(T_1^4-T_2^4)=\sigma(T_1-T_2)(T_1+T_2)(T_1^2+T_2^2).
\]

Here \(T_1+T_2=2T\) and \(T_1^2+T_2^2=2T^2+\Delta T^2/2\). Dividing by \(\Delta T\),

\[
\frac{q_{\rm net}}{\Delta T}=4\sigma T^3\left[1+\left(\frac{\Delta T}{2T}\right)^2\right].
\]

For plates at 310 K and 290 K the bracket exceeds one by \((20/600)^2=0.11\,\%\), so the linear coefficient is ample. As a check, Planck's spectrum was integrated numerically at 300.5 K and 299.5 K; the difference gives 6.124 W/m²K, the same as \(4\sigma T^3\).

## The posts derived

Consider a straight post of cross-section \(S\), with ends at the two plate temperatures. In steady state the same heat passes every cross-section, so Fourier's law requires a constant gradient \(\Delta T/d\). The heat flow is \(kS\Delta T/d\). For \(N\) posts on a plate of area \(A\), \(f=NS/A\), and division by \(A\Delta T\) gives \(h_p=fk/d\).

This neglects exchange through the side wall. A post as wide as it is tall has a side area of \(4S\). With a wall coefficient of order \(h_b\), the exchange is at most of order \(4h_bd/k=4f\), or about \(2\times10^{-5}\) of the conducted heat.

The ideal result is therefore

\[
\boxed{f=\frac{4\sigma T^3d}{k}}
\]

for small temperature differences, Fourier conduction and perfect thermal contact. At fixed \(T\) and \(k\) it is proportional to the gap: a gap of 0.1 µm allows \(4.4\times10^{-7}\). The post diameter does not appear. It enters through the plates.

### Heat must spread inside the plates

Heat leaving a narrow post spreads into the plate, which costs an additional temperature drop. Let the post have radius \(a\), and let heat enter a thick plate of conductivity \(k_s\) with uniform flux density \(j\) over the contact disc. A point source \(j\,dS'\) on the insulated surface feeds a half-space, so its heat crosses hemispheres of area \(2\pi r^2\) and raises the temperature at distance \(r\) by \(j\,dS'/(2\pi k_sr)\). Averaged over the disc, the rise is

\[
\overline{\Delta T_s}=\frac{j}{2\pi k_s}\,\frac{1}{\pi a^2}
\iint\frac{dS\,dS'}{|\mathbf r-\mathbf r'|}.
\]

The double integral can be found by growing the disc ring by ring. From a point on the edge of a disc of radius \(s\), a chord at angle \(\theta\) to the diameter has length \(2s\cos\theta\). In polar coordinates about that point the area element \(r\,dr\,d\theta\) cancels the \(1/r\), so

\[
\int\frac{dS'}{r}=\int_{-\pi/2}^{\pi/2}2s\cos\theta\,d\theta=4s.
\]

Adding a ring of area \(2\pi s\,ds\) adds \(4s\cdot2\pi s\,ds\) to the sum over pairs. Integrated to \(a\), this is \(8\pi a^3/3\). The double integral counts each pair twice and equals \(16\pi a^3/3\). Thus

\[
\overline{\Delta T_s}=\frac{j}{2\pi k_s}\,\frac{16\pi a^3}{3\pi a^2}
=\frac{8a}{3\pi k_s}\,j .
\]

Each end therefore adds \(8a/(3\pi k_s)\) to the post's area resistance \(d/k\), the temperature drop per flux density in the post. If each contact also has a boundary resistance \(R_b\), the resistances add in series, and the coverage needed becomes

\[
f_c=h_b\left[\frac dk+2R_b+\frac{16a}{3\pi k_s}\right].
\]

The formula requires ordinary heat diffusion in the plates, posts far apart compared with their diameter, plates much thicker than the post radius, and nearly uniform flux at the contact. The last condition holds when the post material conducts much worse than the plate and the post is not very flat, because the post then controls where the heat flows.

## A silicon chip on silica posts

Take a 1 cm² silicon chip above a silicon plate, with posts 1 µm in diameter and 1 µm high. The mean temperature is 300 K and the difference is 20 K. The posts cover

\[
fA=4.37\times10^{-6}\times10^8\ \mu\text{m}^2=437\ \mu\text{m}^2.
\]

Each has area \(\pi(0.5)^2=0.785\) µm², so there are \(437/0.785\approx557\) posts. On a square grid each serves \(10^8/557\) µm², which gives a pitch of 424 µm. Together they carry \(6.12\times10^{-4}\times20\) W, or 12.2 mW.

The post resistance is \(d/k=7.14\times10^{-7}\) m²K/W. With the silicon conductivity set to 148 W/mK for this example, spreading adds \(5.74\times10^{-9}\) m²K/W, or 0.80 %. A numerical solution of the heat equation in post and plate, with the ideal number of posts, gives 0.992 of the blackbody coefficient, in agreement with \(1/1.008\). Both results assume that heat diffuses in the silicon. At 300 K many of the phonons that carry heat there travel a distance comparable to the post radius, or farther, between collisions, so the real spreading resistance is larger. Even twice the value above would be only 1.6 % of the post resistance.

A boundary resistance of roughly \(10^{-8}\) m²K/W at each end adds 2.8 %. The corrected coverage is

\[
f_c=6.12\,(7.14+0.20+0.06)\times10^{-7}\approx4.5\times10^{-6}.
\]

If the plates are silica too, the post no longer controls the flow. Scaling the spreading term by \(148/1.4\) gives about \(6.1\times10^{-7}\) m²K/W, or 85 % of the post resistance. The numerical solution, which does not assume uniform flux, gives 82 %. Without boundary resistance, the coverage then rises from \(4.4\times10^{-6}\) to \(8.0\times10^{-6}\). The phrase "four millionths" thus presumes plates that conduct much better than the posts, or posts much taller than they are wide.

## What really crosses a 1 µm gap

The blackbody coefficient is a yardstick. Across a gap shorter than the thermal wavelengths, waves that would be totally reflected at a single surface can reach the other plate. Their size can be found for a simple model: two thick plates with real refractive index \(n\), absorbing so weakly that their surfaces reflect like a lossless medium, yet thick enough to absorb everything that enters.

Let \(k_0=\sqrt{\omega^2/c^2-\kappa^2}\) and \(k_1=\sqrt{n^2\omega^2/c^2-\kappa^2}\) be the normal wavenumbers in gap and plate. Let \(u\) be the electric field for s polarization and the magnetic field for p. At each surface \(u\) and \(wu'\) are continuous, with \(w=1\) for s and \(w=1/\varepsilon\) for p, where \(\varepsilon=n^2\) in the plates and 1 in the gap. Write \(Y=wk\) and \(\phi=k_0d\). A unit wave arrives at \(z=0\), and a wave of amplitude \(t\) leaves at \(z=d\), where \(u=t\) and \(wu'=iY_1t\). Continuing this solution back through the gap gives

\[
u(0)=t\left[\cos\phi-i\frac{Y_1}{Y_0}\sin\phi\right],
\]
\[
(wu')(0)=t\left[Y_0\sin\phi+iY_1\cos\phi\right].
\]

On the incident side, with reflected amplitude \(r\), \(u(0)=1+r\) and \((wu')(0)=iY_1(1-r)\). Dividing the second by \(iY_1\) and adding the first eliminates \(r\):

\[
2=t\left[2\cos\phi-i\left(Z+\frac1Z\right)\sin\phi\right],
\qquad Z=\frac{Y_0}{Y_1}.
\]

Here \(Z=k_0/k_1\) for s and \(n^2k_0/k_1\) for p. Both plates are the same medium, so \(\mathcal T=|t|^2\). For \(\kappa<\omega/c\), \(Z\) and \(\phi\) are real. Using \(\cos^2\phi=1-\sin^2\phi\),

\[
\mathcal T=\frac{1}{1+\frac14(Z-1/Z)^2\sin^2\phi}.
\]

For \(\omega/c<\kappa<n\omega/c\), the wave propagates in the plates but decays in the gap. Put \(k_0=i\gamma\) and \(Z=i\zeta\). Then \(\cos\phi=\cosh\gamma d\), \(\sin\phi=i\sinh\gamma d\) and \(Z+1/Z=i(\zeta-1/\zeta)\), so

\[
\mathcal T=\frac{1}{1+\frac14(\zeta+1/\zeta)^2\sinh^2\gamma d}.
\]

This second group is frustrated total reflection. The coefficient follows from the flux formula with \(\Theta\) replaced by \(\partial\Theta/\partial T\).

As \(d\to0\), both expressions tend to one, and the inner integral covers all \(\kappa<n\omega/c\). It becomes \(n^2\omega^2/c^2\), so \(h\to n^2h_b\). Since \(\mathcal T\le1\) at any gap, \(n^2h_b\) is also an upper bound in this model. For silicon, with a rough index of 3.4, it is 11.6 times the blackbody value.

At 1 µm the integral gives 17.7 W/m²K, or 2.9 times blackbody. The propagating waves cannot supply more than \(h_b\), because their \(\mathcal T\) does not exceed one. Frustrated total reflection must therefore contribute at least \(1.9h_b\).

To match this radiation rather than the blackbody value, ideal posts would have to cover

\[
\frac{17.7}{1.4\times10^6}\approx1.3\times10^{-5}.
\]

At the original four millionths they carry \(6.1/(6.1+17.7)\), about a quarter of the combined flow. If they are to carry no more than a tenth as much as this radiation, their coverage must stay below about \(1.3\times10^{-6}\).

Narrowing the gap far below 1 µm tightens the requirement in this model. The coverage that matches the radiation is at most \(n^2h_bd/k\), which vanishes with \(d\). At 0.1 µm the bound is \(11.6\times4.37\times10^{-7}\approx5\times10^{-6}\). Polar plates, such as silica, can also exchange heat through surface phonon resonances. These are absent here, so neither the value nor the bound applies to them. The bound also fails for doped silicon at small gaps, because free carriers let waves with \(\kappa>n\omega/c\) carry heat. A Drude estimate for \(10^{18}\) cm⁻³ stays near 2.8 times blackbody at 1 µm. It gives roughly 13 to 16 times at 0.1 µm and several hundred times at 10 nm, where the matching coverage has grown again instead of vanishing.

## Residual gas and mechanical load

Gas is a third path. When its molecules fly from plate to plate without meeting each other, the number striking unit area per second is

\[
\Phi=\frac{p}{k_BT}\int_0^\infty v_x\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv_x^2/2k_BT}dv_x
=\frac{p}{\sqrt{2\pi mk_BT}} .
\]

Fast molecules strike more often. Weighting by \(v_x\) raises the mean energy of the normal motion from \(k_BT/2\) to \(k_BT\). The two parallel directions add \(k_BT\), and the rotation of a diatomic molecule adds another \(k_BT\). In steady state equal numbers cross both ways, each molecule leaving with the energy \(3k_BT_i\) of its last plate if it fully adapts to it. To leading order in \(\Delta T\), \(h_g=3k_B\Phi\).

For nitrogen at \(10^{-3}\) Torr this gives 0.159 W/m²K, or 2.6 % of blackbody. It is proportional to pressure, so gas alone would match blackbody near 0.04 Torr, provided the mean free path is still much longer than the gap.

The posts must also carry the chip. If they share a pressure \(P\) equally, their mean stress is \(P/f\). A chip 0.5 mm thick, with its density set to 2330 kg/m³ for this example, has a weight per unit area of 11.4 Pa, and the stress is

\[
\frac{11.4\ \text{Pa}}{4.37\times10^{-6}}\approx2.6\ \text{MPa}.
\]

This is small beside a rough compressive strength of 1 GPa for silica. One atmosphere pressing on the outside of the chip would instead produce 23 GPa, and the posts would fail. The vacuum must then surround the chip on both sides, or the coverage must grow. Bearing one atmosphere at 1 GPa, without any safety margin, takes a coverage of \(1.0\times10^{-4}\). Such posts would conduct 23 times the blackbody coefficient.

## Comparison with the estimate and with real devices

For silicon plates, the corrections in the post path move the one-line estimate from 4.4 to 4.5 millionths. The larger change comes from the yardstick: the modelled radiation of silicon plates at this gap raises the matching coverage threefold.

Micrometre and submicrometre gaps held by silica posts are used in near-field thermophotovoltaic test devices, and the dimensions chosen here are of that kind. The temperatures are not: an emitter there runs far above 300 K. If the mean temperature were 900 K, with a small difference and the same \(k\), the factor \(T^3\) would raise \(f\) by 27, to about \(1.2\times10^{-4}\). For a large difference, the full expression \(\sigma(T_1+T_2)(T_1^2+T_2^2)\) replaces \(4\sigma T^3\), and the change of \(k\) with temperature matters as well.

Real contacts also depart from the model. A post grown on one plate and merely pressed against the other may touch over a fraction of its top. If the contact resistance equals that of the post, conduction halves and the permitted coverage doubles. Measured against the blackbody yardstick, the ideal value is therefore the cautious choice when the aim is to limit heat leakage. The radiation of a real chip depends on its doping and thickness. A lightly doped chip 0.5 mm thick is transparent to much of the thermal infrared, so it does not absorb all that enters it, as the model requires, and the threefold increase need not apply. If both plates are 0.5 mm thick with an absorption coefficient of 3 cm⁻¹ or less, the exchange at 1 µm falls below the blackbody value, and posts at four millionths carry more heat than the radiation. Doping near \(10^{18}\) cm⁻³ makes such a chip absorb most of what enters at wavelengths of 10 µm and longer. The numerical output lists the values for the example.

## Computed results

```
Mean temperature: 300 K
Temperature difference: 20 K
Gap: 1 um
Silica conductivity: 1.4 W/mK
Stefan-Boltzmann constant: 5.6704e-08 W/m2K4
Blackbody coefficient 4 sigma T^3: 6.124 W/m2K
Same from Planck integral: 6.124 W/m2K
Full silica filling k/d: 1.4e+06 W/m2K
Matching coverage f: 4.37e-06 (fraction)
Matching coverage f: 4.37 millionths
Coverage for a 0.1 um gap: 4.37e-07 (fraction)
Chip area: 1 cm2
Post diameter: 1 um
Total post area: 437 um2
Number of posts: 557 
Square-grid pitch: 424 um
Heat flow through posts: 12.2 mW
Finite-difference radiation excess: 0.111 %
Post area resistance d/k: 7.14e-07 m2K/W
Silicon conductivity (rough): 148 W/mK
Spreading, silicon plates: 5.74e-09 m2K/W
Spreading/post, silicon: 0.803 %
Solved posts/Planck coefficient: 0.992 (ratio)
Spreading/post, silica plates: 81.8 %
Coverage with silica plates: 7.95e-06 (fraction)
Boundary resistance per end (rough): 1e-08 m2K/W
Two boundaries/post: 2.8 %
Corrected coverage, silicon: 4.53e-06 (fraction)
Silicon refractive index (rough): 3.4 
Near-field coefficient at gap: 17.7 W/m2K
Near-field/blackbody: 2.89 (ratio)
Zero-gap limit n^2: 11.6 (ratio)
Coverage matching near field: 1.26e-05 (fraction)
Gas pressure: 0.001 Torr
Gas coefficient: 0.159 W/m2K
Gas/blackbody: 2.59 %
Chip thickness: 0.5 mm
Silicon density (rough): 2330 kg/m3
Chip weight per area: 11.4 Pa
Post stress from chip weight: 2.61 MPa
Post stress from one atmosphere: 23.2 GPa
Silica strength (rough): 1 GPa
Coverage to bear one atmosphere: 0.000101 (fraction)
Its conduction/blackbody: 23.2 (ratio)
```
